# Harmonic Transition-State Desorption Rates and the Prefactor Set by Vibrations

## 1. One coordinate

Let a particle of mass $m$ move along the surface normal $z$ in a well of frequency $\nu=\omega/2\pi$, with its minimum at energy zero. To leave, it must pass a barrier top of height $V_b$. Write $\beta=1/k_BT$. If the well is in thermal equilibrium and every particle that crosses the top outwards is lost, the rate is the outward flux at the top divided by the population of the well:

$$k=\frac{e^{-\beta V_b}\int_0^\infty dp\,(p/m)\,e^{-\beta p^2/2m}}{\int dp\,e^{-\beta p^2/2m}\int dz\,e^{-\beta m\omega^2z^2/2}} .$$

With $y=p^2/2m$, so that $dy=(p/m)\,dp$, the integral in the numerator becomes $\int_0^\infty e^{-\beta y}dy=k_BT$. The two Gaussian integrals in the denominator give

$$\sqrt{2\pi mk_BT}\,\sqrt{\frac{2\pi k_BT}{m\omega^2}}=\frac{2\pi k_BT}{\omega}=\frac{k_BT}{\nu}.$$

Hence $k=\nu e^{-\beta V_b}$: the particle tries $\nu$ times per second.

Now let the well be quantized, with the motion over the top still classical. Dividing numerator and denominator by $h$ turns the denominator into a classical partition function, which is replaced by the sum over levels $(n+\tfrac12)h\nu$. With $u=\beta h\nu$,

$$\sum_{n=0}^\infty e^{-(n+1/2)u}=\frac{e^{-u/2}}{1-e^{-u}},\qquad k=\frac{k_BT}{h}\,(1-e^{-u})\,e^{-\beta(V_b-h\nu/2)} .$$

For $u\ll1$ the prefactor is $(k_BT/h)u=\nu$. For $u\gg1$ it is $k_BT/h$, which no longer contains the well frequency. At 500 K, $k_BT/h=1.04\times10^{13}$ s⁻¹, and a mode of 400 cm⁻¹ has $u=1.151$, so $\nu=1.151\times1.04\times10^{13}=1.20\times10^{13}$ s⁻¹. Both limits lie near $10^{13}$ s⁻¹. This suggests a fixed prefactor of $10^{13}$ s⁻¹, but the estimate leaves out every other coordinate.

## 2. The rate with all external modes

Consider an adsorbate with $N$ external modes. A rigid linear molecule bound upright has $N=5$: the stretch against the surface, two frustrated translations and two tilts. The assumptions are low coverage, thermal equilibrium in the well, one exit channel, one electronic state, surface vibrations that exchange energy with the adsorbate but contribute the same factor to the partition functions of well and exit, and an internal bond whose vibration is the same in the well and at the exit. Desorption driven by ions, electrons or photons is not included.

At the saddle, one normal mode is unstable. Call its coordinate $s$, its momentum $p_s$ and its mass $m_s$, and place the dividing surface at $s=0$. There the Hamiltonian is

$$H=\frac{p_s^2}{2m_s}+V_b+H^\ddagger ,$$

where $H^\ddagger$ contains the other $N-1$ modes. The flux integral over $p_s$ separates, as in Section 1:

$$\int_0^\infty\frac{dp_s}{h}\,\frac{p_s}{m_s}\,e^{-\beta p_s^2/2m_s}=\frac{k_BT}{h}.$$

The mass $m_s$ has dropped out. The remaining integral, with one factor $1/h$ for each mode, is the partition function $Z^\ddagger$ of $H^\ddagger$. Therefore

$$k=\kappa\,\frac{k_BT}{h}\,\frac{Z^\ddagger}{Z}\,e^{-\beta V_b}. \tag{1}$$

The transmission factor $\kappa$ corrects for trajectories that cross and return. It is set to 1 below unless it is shown. Using quantum sums for $Z$ and $Z^\ddagger$ while $s$ stays classical is an approximation that leaves out tunnelling.

In the harmonic approximation each partition function is a product of oscillator sums. Let $\nu_i$ be the well frequencies, $\nu_j^\ddagger$ the real saddle frequencies, and $u_i$, $u_j^\ddagger$ their values of $\beta h\nu$. Then

$$Z=e^{-\sum_iu_i/2}\,Q,\qquad Q=\prod_{i=1}^{N}\frac1{1-e^{-u_i}},$$

and likewise for $Z^\ddagger$ and $Q^\ddagger$, with $N-1$ factors. Here $Q$ counts thermally accessible states from the ground level. Collecting the zero-point exponents in (1) gives

$$k=A_0e^{-\beta E_0},\qquad A_0=\frac{k_BT}{h}\frac{Q^\ddagger}{Q}, \tag{2}$$

$$E_0=V_b+\tfrac12\sum_jh\nu_j^\ddagger-\tfrac12\sum_ih\nu_i .$$

The prefactor exceeds $k_BT/h$ when the exit has more accessible states than the well, and falls below it in the opposite case.

## 3. Two limits

**Classical limit.** Since $1-e^{-u}=2e^{-u/2}\sinh(u/2)$, the zero-point exponents can be absorbed again:

$$k=\frac{k_BT}{h}\,\frac{\prod_i2\sinh(u_i/2)}{\prod_j2\sinh(u_j^\ddagger/2)}\,e^{-\beta V_b}.$$

For small $u$, $2\sinh(u/2)=u(1+u^2/24+\dots)$. The numerator has one more factor $u$ than the denominator, and its $h/k_BT$ cancels $k_BT/h$:

$$k_{\rm cl}=\frac{\prod_{i=1}^N\nu_i}{\prod_{j=1}^{N-1}\nu_j^\ddagger}\,e^{-\beta V_b},\qquad
\ln\frac{k}{k_{\rm cl}}\simeq\frac1{24}\Big(\sum_iu_i^2-\sum_ju_j^{\ddagger2}\Big). \tag{3}$$

Planck's constant has left the leading term. With $s$ kept classical, the quantum rate to this order exceeds the classical one when $\sum_iu_i^2>\sum_ju_j^{\ddagger2}$. Since $2\sinh(u/2)>u$, quantization lowers the partition function of each mode below its classical value $1/u$, and in this case it lowers $Z$ by a larger factor than $Z^\ddagger$. Tunnelling along $s$, left out here, would add a positive term of the same order to the logarithm: $u_s^2/24$, where $u_s$ is $\beta h$ times the magnitude of the imaginary saddle frequency.

The harmonic form was tested against three-dimensional classical configuration integrals for a potential in which lateral and normal motion are coupled. The exact classical transition-state rate exceeds the harmonic one by 0.94% at $k_BT/V_b=0.01$ and by 0.45% at 0.005. The error is roughly halved with the temperature, as expected of a leading anharmonic term linear in $T$.

**Cold limit.** If all $u_i$ and $u_j^\ddagger$ are large, $Q$ and $Q^\ddagger$ tend to 1 and $A_0\to k_BT/h$. This is a limit of formula (2), not a prediction for a cold surface, where the neglected tunnelling may matter. Soft lateral modes are also far from frozen at the temperatures treated here. A value of $A_0$ near $k_BT/h$ then requires $Q^\ddagger$ and $Q$ nearly to cancel.

## 4. A prefactor belongs to an energy

The same rate can be written with $V_b$, with $E_0$ or with the slope of an Arrhenius plot, and each choice has its own prefactor. The Arrhenius energy is $E_a=k_BT^2\,d\ln k/dT$. For one mode, $\ln q=-\ln(1-e^{-u})$ and $du/dT=-u/T$, so

$$k_BT^2\frac{d\ln q}{dT}=k_BT^2\left(-\frac1{e^u-1}\right)\left(-\frac uT\right)=\frac{h\nu}{e^u-1}.$$

This is the mean thermal energy of the mode above its ground level. Let $\langle\varepsilon\rangle$ and $\langle\varepsilon^\ddagger\rangle$ be the sums over the well and over the exit. The factor $k_BT/h$ in (2) contributes $k_BT$ to the slope, and hence

$$E_a=E_0+k_BT+\langle\varepsilon^\ddagger\rangle-\langle\varepsilon\rangle. \tag{4}$$

The matching prefactor is $A_{\rm Arr}=ke^{\beta E_a}$. With the entropy $S/k_B=\ln Q+\beta\langle\varepsilon\rangle$, and the same for the exit,

$$A_{\rm Arr}=\frac{k_BT}{h}\frac{Q^\ddagger}{Q}\,e^{1+\beta(\langle\varepsilon^\ddagger\rangle-\langle\varepsilon\rangle)}=\frac{e\,k_BT}{h}\,e^{\Delta S/k_B}, \tag{5}$$

where $\Delta S=S^\ddagger-S$ leaves out the coordinate $s$ at the exit, and the $e$ in front of $k_BT$ is the base of natural logarithms.

## 5. When a saddle mode becomes soft

As $\nu_j^\ddagger\to0$, the harmonic factor $1/(1-e^{-u})\simeq k_BT/h\nu_j^\ddagger$ diverges. The true partition function cannot, because a surface site has a finite width $a$. Take a lateral potential $C(1-\cos gx)$ with $g=2\pi/a$. Its curvature at the minimum is $Cg^2=m\omega^2$, so $C=m\omega^2/g^2$. With $c=C/k_BT$ and the thermal wavelength $\lambda=h/\sqrt{2\pi mk_BT}$, the classical partition function of one site is

$$z=\frac1\lambda\int_{-a/2}^{a/2}e^{-c(1-\cos gx)}dx=\frac a\lambda\,e^{-c}I_0(c), \tag{6}$$

because $I_0(c)=(1/2\pi)\int_{-\pi}^{\pi}e^{c\cos\theta}d\theta$.

For $c\gg1$, $I_0(c)\simeq e^c(1+1/8c)/\sqrt{2\pi c}$. Since $\lambda\sqrt{2\pi c}=h\nu a/k_BT$, the leading term of (6) is the harmonic value $k_BT/h\nu$. For $c\to0$, $z\to a/\lambda$, which is free translation. The ratio of (6) to the classical harmonic value is

$$R(c)=\sqrt{2\pi c}\;e^{-c}I_0(c).$$

It approaches 1 from above for large $c$, as $1+1/8c$, and goes to zero as $\sqrt{2\pi c}$ for small $c$. For a moderately corrugated site the harmonic count is therefore too small: $R$ has a maximum of about 1.18 per mode near $c=0.8$. For a nearly smooth site it is far too large. For a mass of 30 u, a square site of 0.08 nm² and 500 K, $R$ is 1.14 at 50 cm⁻¹, 0.94 at 20 cm⁻¹ and 0.28 at 5 cm⁻¹. There are two lateral directions, so for a saddle with both lateral modes at 5 cm⁻¹ the harmonic $Z^\ddagger$ is too large by a factor of $1/0.2818^2\approx13$. Formula (6) was tested against quantum Bloch states of the same potential at 60, 50 and 5 cm⁻¹ and agrees within 0.2%.

## 6. Desorption without a saddle

If the potential rises smoothly to its vacuum value, there is no saddle at which to find normal modes. The dividing surface is then a plane far enough out for the molecule to translate and rotate freely, and $V_b$ is the classical well depth $D$. Equation (1) still holds, with a different $Z^\ddagger$.

Two free translations over one site give $a^2/\lambda^2$. For a linear molecule with unlike ends and rotational constant $B$ in cm⁻¹, the substitution $X=J(J+1)$, $dX=(2J+1)dJ$, gives at high temperature

$$\sum_J(2J+1)e^{-\beta hcBJ(J+1)}\simeq\int_0^\infty e^{-\beta hcBX}dX=\frac{k_BT}{hcB}.$$

Neither factor carries zero-point energy, so

$$k=\kappa\,\frac{k_BT}{h}\,\frac{a^2}{\lambda^2}\,\frac{k_BT}{hcB}\,\frac1Q\,e^{-\beta E_0},\qquad E_0=D-\tfrac12\sum_ih\nu_i. \tag{7}$$

Detailed balance gives the meaning of $\kappa$. Let a gas of number density $n$ be in equilibrium with the surface, and write $z_{\rm rot}=k_BT/hcB$. The gas has $e^{\beta\mu}=n\lambda^3/z_{\rm rot}$, with $\mu$ measured from the vacuum level. The well bottom lies $D$ lower, so the small coverage per site is $\theta=(n\lambda^3/z_{\rm rot})\,Ze^{\beta D}$. The gas strikes one site at the rate $na^2\sqrt{k_BT/2\pi m}=na^2\lambda k_BT/h$. If a fraction $\kappa$ sticks, then $k\theta=\kappa na^2\lambda k_BT/h$, and

$$k=\kappa\,\frac{k_BT}{h}\,\frac{a^2}{\lambda^2}\,\frac{z_{\rm rot}}{Z}\,e^{-\beta D},$$

which is (7). For a free exit plane, $\kappa$ is thus the thermal sticking probability at low coverage.

An atom has three modes and no rotation. In the classical limit $1/Z\to\prod u_i$, and with $\kappa=1$

$$k=\frac{k_BT}{h}\,\frac{2\pi mk_BTa^2}{h^2}\,\frac{h^3\nu_x\nu_y\nu_z}{(k_BT)^3}\,e^{-\beta D}=\frac{2\pi ma^2\nu_x\nu_y\nu_z}{k_BT}\,e^{-\beta D}.$$

This prefactor falls as $1/T$, whereas that of the classical tight saddle in (3) is constant. In a three-dimensional test the exact classical rate lies below this formula by 2.4% at $k_BT/D=0.01$ and by 1.2% at 0.005.

## 7. Worked example at 500 K

The adsorbate is a model linear molecule of mass 30 u with $B=2$ cm⁻¹ on a site of 0.08 nm². Its well modes are 400 cm⁻¹ (stretch), 60 and 60 cm⁻¹ (translations), and 400 and 400 cm⁻¹ (tilts). Two exits of the same classical height, 1.50 eV, are compared. The tight saddle has translations of 50 and 50 cm⁻¹ and tilts of 200 and 200 cm⁻¹. The other exit is the free plane, with $\kappa=1$ in both cases.

With $k_BT/hc=347.5$ cm⁻¹, a 400 cm⁻¹ mode has $u=400/347.5=1.151$ and $q=1/(1-e^{-1.151})=1.463$. The other factors are 2.285 at 200 cm⁻¹, 6.306 at 60 cm⁻¹ and 7.462 at 50 cm⁻¹. Therefore

$$Q=1.463^3\times6.306^2\approx124.5,\qquad Q^\ddagger_{\rm tight}=7.462^2\times2.285^2\approx290.8,$$

$$Q^\ddagger_{\rm free}=393.7\times173.8\approx6.84\times10^4 .$$

The ratios $Q^\ddagger/Q$ are 2.34 and 550, and multiplication by $1.042\times10^{13}$ s⁻¹ gives

$$A_0^{\rm tight}=2.4\times10^{13}\ {\rm s}^{-1},\qquad A_0^{\rm free}=5.7\times10^{15}\ {\rm s}^{-1}.$$

The factors show where the difference arises. In both cases the stretch is lost at the exit and contributes $1/1.463=0.68$. At the tight saddle the translations contribute $(7.462/6.306)^2=1.40$ and the tilts $(2.285/1.463)^2=2.44$. At the free plane the translations contribute $393.7/6.306^2=9.9$ and the rotation $173.8/1.463^2=81$. In this model the large prefactor comes mainly from the release of the tilts into free rotation.

The zero-point energy is 660 cm⁻¹ in the well and 250 cm⁻¹ at the tight saddle, so $E_0$ is 1.449 eV for the tight saddle and 1.418 eV for the free plane. The rates are 0.060 s⁻¹ and 29 s⁻¹, with lifetimes of 17 s and 0.034 s. Their ratio, about 480, is the prefactor ratio 235 times $e^{0.0310/0.0431}=2.05$ from the zero-point energy of the saddle modes.

For the tight saddle the three descriptions of Section 4 read as follows.

- With $V_b=1.50$ eV, the classical prefactor is $6.9\times10^{13}$ s⁻¹. The quantum factor 1.147 raises it to $7.9\times10^{13}$ s⁻¹. Equation (3) estimates this factor as $\exp[(4.034-0.704)/24]=1.149$.
- With $E_0=1.449$ eV, the prefactor is $2.4\times10^{13}$ s⁻¹.
- With $E_a=1.488$ eV, it is $6.0\times10^{13}$ s⁻¹.

All three give the same rate at 500 K. For the free plane, $E_a=1.400$ eV lies below $E_0$, because the well modes hold more thermal energy than the exit modes and the $k_BT$ term together.

**The cost of a fixed prefactor.** Suppose that the rate is known and that $A=10^{13}$ s⁻¹ is assumed. Setting $Ae^{-\beta E}=A_0e^{-\beta E_0}$ gives

$$E=E_0-k_BT\ln(A_0/A).$$

Relative to $E_0$, the inferred energy is too low by $0.0431\ln2.435=0.038$ eV for the tight saddle and by $0.0431\ln572.7=0.27$ eV for the free plane. Conversely, suppose that a computed classical height of 1.50 eV is combined with $10^{13}$ s⁻¹. The rate is then too small by a factor of 7.9 for the tight saddle. For the free plane the factor is $572.7\,e^{660/347.5}\approx3.8\times10^3$.

**Temperature.** From 300 to 500 to 700 K, $A_0^{\rm tight}$ rises from 1.4 to 2.4 to $3.2\times10^{13}$ s⁻¹, while $A_0^{\rm free}$ changes from 6.0 to 5.7 to $4.6\times10^{15}$ s⁻¹. By the derivative in Section 4,

$$\frac{d\ln A_0}{d\ln T}=1+\beta\big(\langle\varepsilon^\ddagger\rangle-\langle\varepsilon\rangle\big).$$

At the free plane $\beta\langle\varepsilon^\ddagger\rangle=2$: one from two translations and one from the rotation. The well has $\beta\langle\varepsilon\rangle=\sum u_i/(e^{u_i}-1)$, which is 2.72 at 300 K and 3.43 at 500 K. The exponent therefore changes from $+0.28$ to $-0.43$, and $A_0^{\rm free}$ has a maximum between these temperatures.

**Size of the harmonic error.** Equation (6) applied to the lateral modes of the well and the exit multiplies the tight rate by $(1.145/1.102)^2=1.08$ and the free rate by $1/1.102^2=0.82$. The tight correction is smaller because the errors of well and saddle partly cancel. For the tilts, a model potential that levels off at 1.5 eV lowers the classical ratio of free to bound orientational partition functions by 3%. Anharmonicity of the stretch and coupling between modes are not included in these corrections, so the harmonic rates above are good to one significant figure at best. This estimate also keeps $\kappa=1$; a sticking probability below 1 lowers the free rate in proportion. Further digits serve only to follow the arithmetic.

## 8. Using the result

1. Choose the exit first. Formula (2) needs a stationary point with one unstable mode; a barrierless path of a linear molecule needs (7). In classical mechanics every escaping trajectory crosses each surface that separates the well from the gas, so with $\kappa=1$ each surface gives an upper bound on the rate, and the smaller value is the better one. A saddle that lies below the vacuum level $D$ can make (2) larger than (7): with the modes of Section 7 this happens once $D-V_b$ exceeds $0.0431\ln480\approx0.27$ eV, and (2) is then not the desorption rate. Likewise (7) with $\kappa=1$ is too large when the tilts or translations are still stiff where the attraction has nearly faded; $\kappa$ must then come from a sticking probability or from a surface placed closer in.
2. Leave the unstable mode out of both $Q^\ddagger$ and the zero-point sum. A classical prefactor without the dimension of a frequency reveals a miscounted mode.
3. Pair $A_0$ with $E_0$. The classical prefactor $A_{\rm cl}$ of (3) belongs to $V_b$. For small $u$, $1-e^{-u}\simeq u\,e^{-u/2}$, so $A_0\simeq A_{\rm cl}\,e^{-\beta(V_b-E_0)}$; using $A_{\rm cl}$ with $E_0$ omits this last factor.
4. If the lateral potential is close to the separable cosine of Section 5, compute $c=m\omega^2/(g^2k_BT)$ for each lateral mode. If it is not large and $u$ is small, multiply the harmonic factor by $R(c)$, in the well as well as at a saddle. For another lattice or potential shape, replace $R(c)$ by the ratio of the classical configuration integral over one site to its harmonic value. Do not put (6) itself into $Q$ or $Q^\ddagger$ while keeping $E_0$: (6) is counted from the potential minimum, not from the ground level.
5. Compute $1-e^{-u}$ with a function that keeps its accuracy at small $u$, and add logarithms before exponentiating.
6. If an internal vibration changes between well and exit, include it in $Q$, $Q^\ddagger$ and $E_0$.

The remaining intermediate values are in the numerical output below.

## Computed values

```
Mass 30 u; B 2.0 cm^-1; site area 0.08 nm^2
Classical height 1.50 eV; assumed A 1e+13 s^-1
Well modes (cm^-1): 400 60 60 400 400
Saddle modes (cm^-1): 50 50 200 200
Main temperature 500 K; kB T = 0.04309 eV
kB T/(hc) = 347.52 cm^-1; kB T/h = 1.0418e+13 s^-1
Mode 400 cm^-1: u = 1.1510, q = 1.4627
Mode 200 cm^-1: u = 0.5755, q = 2.2853
Mode 60 cm^-1: u = 0.1727, q = 6.3063
Mode 50 cm^-1: u = 0.1439, q = 7.4623
Q well = 124.45
Q tight saddle = 290.82
Thermal wavelength = 0.01425 nm
Free translation q = 393.71; free rotation q = 173.76
Q free plane = 6.8411e+04
[tight] E0 = 1.4492 eV; A0 = 2.435e+13 s^-1
[tight] Q ratio = 2.337; A0/assumed = 2.435
[tight] rate = 6.018e-02 s^-1; lifetime = 1.662e+01 s
[tight] Arrhenius E = 1.4883 eV; A = 6.043e+13 s^-1
[tight] energy inferred with assumed A = 1.4108 eV; minus E0 = -0.0383 eV
[free] E0 = 1.4182 eV; A0 = 5.727e+15 s^-1
[free] Q ratio = 549.724; A0/assumed = 572.719
[free] rate = 2.907e+01 s^-1; lifetime = 3.440e-02 s
[free] Arrhenius E = 1.3996 eV; A = 3.726e+15 s^-1
[free] energy inferred with assumed A = 1.1446 eV; minus E0 = -0.2736 eV
Tight classical prefactor (with classical height) = 6.907e+13 s^-1
Tight quantum/classical rate = 1.1469
300 K: kB T/h 6.251e+12, A0 tight 1.403e+13, A0 free 5.978e+15 s^-1
500 K: kB T/h 1.042e+13, A0 tight 2.435e+13, A0 free 5.727e+15 s^-1
700 K: kB T/h 1.459e+13, A0 tight 3.191e+13, A0 free 4.636e+15 s^-1
Lateral 60 cm^-1: C = 0.08048 eV, hindered/harmonic q = 1.1016
Lateral 50 cm^-1: C = 0.05589 eV, hindered/harmonic q = 1.1447
Lateral 20 cm^-1: C = 0.00894 eV, hindered/harmonic q = 0.9379
Lateral 5 cm^-1: C = 0.00056 eV, hindered/harmonic q = 0.2818
Lateral anharmonic rate factor: tight 1.080, free 0.824
Test saddle, exact/harmonic - 1 at kT/height 0.01, 0.005: 0.00942, 0.00453
Test open well, exact/harmonic - 1 at kT/depth 0.01, 0.005: -0.02359, -0.01172
Tilt quadrature/harmonic - 1 at 500 K, 50 K: -0.0296, -0.0029
```
